# Uniqueness of the Classical Nonlinear Poisson Solution from a Convex Functional: verification in Python

```python
# Result under test: if the charge density rho(phi) never increases with the
# potential phi, then F = integral[eps*phi'^2/2 + G(phi)], dG/dphi = -rho,
# is strictly convex for fixed end potentials, and Poisson's equation
# -(eps*phi')' = rho(phi) has only one solution.
# Example: gate | oxide | p-type semiconductor, common Fermi level at zero,
# phi = 0 where midgap lies at the Fermi level. SI units inside, phi in volts.
import numpy as np
from scipy.constants import e as q, k as kB, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

T = 300.0
Vt = kB * T / q
gap = 1.1                 # band gap, eV
acceptor_depth = 0.05     # acceptor level above valence band, eV
N_band = 2e25             # effective density of states, both bands, m^-3
N_acc = 1e24              # acceptor density, m^-3
eps_ox, eps_s = 4 * epsilon_0, 12 * epsilon_0
t_ox, L_s = 2e-9, 100e-9
V_gate = 2.0              # gate voltage measured from flat band

# Fermi-Dirac integrals: energy = t^2 (in kT), trapezoidal rule in t
t_nodes = 0.15 * np.arange(1, 61)
t_weights = 4 / np.sqrt(np.pi) * 0.15 * t_nodes**2


def fermi_gas(eta):
    """Pressure integral, density integral and its derivative."""
    arg = np.asarray(eta)[..., None] - t_nodes**2
    f = expit(arg)
    return (np.logaddexp(0, arg) @ t_weights, f @ t_weights,
            (f * (1 - f)) @ t_weights)


def statistics(phi):
    """G, rho, -drho/dphi, electron, hole and ionized acceptor densities."""
    Pn, n, dn = fermi_gas((phi - gap / 2) / Vt)
    Pp, p, dp = fermi_gas((-phi - gap / 2) / Vt)
    z = (phi + gap / 2 - acceptor_depth) / Vt - np.log(4)
    f = expit(z)
    G = q * Vt * (N_band * (Pn + Pp) + N_acc * np.logaddexp(0, z))
    rho = q * (N_band * (p - n) - N_acc * f)
    slope = q / Vt * (N_band * (dn + dp) + N_acc * f * (1 - f))
    return G, rho, slope, N_band * n, N_band * p, N_acc * f


def make_grid(h):
    n_ox, n_s = round(t_ox / h), round(L_s / h)
    eps = np.r_[np.full(n_ox, eps_ox), np.full(n_s, eps_s)]
    volume = np.zeros(n_ox + n_s + 1)
    volume[n_ox:-1] += h / 2
    volume[n_ox + 1:] += h / 2
    return h, eps, volume, n_ox


def functional(phi, grid):
    h, eps, volume, _ = grid
    return np.sum(eps * np.diff(phi)**2) / (2 * h) + volume @ statistics(phi)[0]


def derivatives(phi, grid):
    """Poisson residual at interior nodes and tridiagonal Hessian."""
    h, eps, volume, _ = grid
    _, rho, slope = statistics(phi)[:3]
    grad = -np.diff(eps * np.diff(phi) / h) - (volume * rho)[1:-1]
    bands = np.zeros((3, len(grad)))
    bands[1] = (eps[:-1] + eps[1:]) / h + (volume * slope)[1:-1]
    bands[0, 1:] = -eps[1:-1] / h
    bands[2, :-1] = -eps[1:-1] / h
    return grad, bands


phi_bulk = brentq(lambda v: float(statistics(v)[1]), -0.7, 0.7, xtol=1e-14)


def solve_poisson(start, grid):
    phi = start.copy()
    phi[0], phi[-1] = phi_bulk + V_gate, phi_bulk
    for iteration in range(1, 301):
        grad, bands = derivatives(phi, grid)
        step = np.r_[0, solve_banded((1, 1), bands, -grad), 0]
        F0, descent, s = functional(phi, grid), grad @ step[1:-1], 1.0
        while (functional(phi + s * step, grid)
               > F0 + 1e-4 * s * descent + 1e-12 * abs(F0)):
            s /= 2
            assert s > 1e-12, "line search failed"
        phi = phi + s * step
        if np.max(np.abs(step)) < 1e-9:
            return phi, iteration
    raise AssertionError("Newton iteration did not converge")


# Carrier integral against direct adaptive quadrature over energy
for eta in (-3.0, 0.0, 4.0):
    direct = 2 / np.sqrt(np.pi) * quad(
        lambda x: np.sqrt(x) * expit(eta - x), 0, 60, limit=200)[0]
    assert abs(fermi_gas(eta)[1] / direct - 1) < 1e-6

# Monotonicity of each charged species, from the densities themselves
scan = np.linspace(-1.0, 1.0, 401)
_, rho_scan, _, n_scan, p_scan, a_scan = statistics(scan)
assert np.all(np.diff(n_scan) > 0) and np.all(np.diff(p_scan) < 0)
assert np.all(np.diff(a_scan) >= 0) and np.all(np.diff(rho_scan) < 0)

grid = make_grid(0.1e-9)
h, eps, volume, i_s = grid
y = np.linspace(0, 1, len(volume))
ramp = phi_bulk + V_gate * (1 - y)
bump = np.sin(np.pi * y)
bump[-1] = 0.0

# First and second variations against finite differences of the functional
grad, bands = derivatives(ramp, grid)
d = 1e-4
first = (functional(ramp + d * bump, grid)
         - functional(ramp - d * bump, grid)) / (2 * d)
assert abs(first / (grad @ bump[1:-1]) - 1) < 1e-4
d = 1e-3
second = (functional(ramp + d * bump, grid) - 2 * functional(ramp, grid)
          + functional(ramp - d * bump, grid)) / d**2
formula = (np.sum(eps * np.diff(bump)**2) / h
           + volume @ (statistics(ramp)[2] * bump**2))
assert abs(second / formula - 1) < 1e-3

# Midpoint convexity with its quantitative margin, random smooth potentials
rng = np.random.default_rng(1)
modes = np.sin(np.pi * np.outer(np.arange(1, 7), y))
margin_ratios = []
for _ in range(20):
    a = ramp + rng.normal(0, 0.2, 6) @ modes
    b = ramp + rng.normal(0, 0.2, 6) @ modes
    margin = (functional(a, grid) + functional(b, grid)) / 2 \
        - functional((a + b) / 2, grid)
    margin_ratios.append(margin / (np.sum(eps * np.diff(a - b)**2) / (8 * h)))
assert min(margin_ratios) >= 1 - 1e-9

# Very different starting potentials must reach one solution
starts = {"linear ramp": ramp,
          "bulk value": np.full_like(y, phi_bulk),
          "constant +1.5 V": np.full_like(y, 1.5),
          "constant -1.5 V": np.full_like(y, -1.5),
          "random in +-1.5 V": rng.uniform(-1.5, 1.5, len(y))}
solutions, counts = [], {}
for name, start in starts.items():
    result, counts[name] = solve_poisson(start, grid)
    solutions.append(result)
phi = solutions[0]
spread = max(np.max(np.abs(s - phi)) for s in solutions)
assert spread < 1e-7

# Independent road: first integral in a deep semiconductor, scalar equation
G_bulk = float(statistics(phi_bulk)[0])


def gate_equation(v):
    excess = max(float(statistics(v)[0]) - G_bulk, 0.0)
    return v - phi_bulk + t_ox / eps_ox * np.sqrt(2 * eps_s * excess) - V_gate


phi_surface = brentq(gate_equation, phi_bulk, phi_bulk + V_gate, xtol=1e-13)
fine = make_grid(0.05e-9)
phi_fine, _ = solve_poisson(
    phi_bulk + V_gate * (1 - np.linspace(0, 1, len(fine[2]))), fine)
error_h = phi[i_s] - phi_surface
error_fine = phi_fine[fine[3]] - phi_surface
assert abs(error_h) < 2e-3           # second-order grid error at 0.1 nm
assert 3 < error_h / error_fine < 5  # halving the spacing: about a factor 4

# Charge balance
_, _, _, n, p, acc = statistics(phi)
gate_charge = eps_ox * (phi[0] - phi[i_s]) / t_ox
sheet_n, sheet_dep = volume @ n, volume @ (acc - p)
assert abs(q * (sheet_n + sheet_dep) / gate_charge - 1) < 1e-5

# Energy gap bounds the distance of a trial potential from the solution
amplitude = 0.02
trial = phi + amplitude * bump
F_min = functional(phi, grid)
F_gap = functional(trial, grid) - F_min
field_part = np.sum(eps * np.diff(trial - phi)**2) / (2 * h)
bound = np.sqrt(np.sum(h / eps) * F_gap / 2)
actual = np.max(np.abs(trial - phi))
assert F_gap >= field_part and bound >= actual


# Role of the sign: y'' = sign*exp(y), y(0) = y(1) = 0, by shooting
def shoot(slope, sign, x_end=1.0):
    sol = solve_ivp(lambda x, u: [u[1], sign * np.exp(u[0])], (0, x_end),
                    [0.0, slope], rtol=1e-9, atol=1e-10)
    return sol.y[0, -1]


def all_roots(slopes, sign):
    ends = np.array([shoot(s, sign) for s in slopes])
    found = [brentq(shoot, slopes[i], slopes[i + 1], args=(sign,), xtol=1e-10)
             for i in range(len(ends) - 1) if ends[i] * ends[i + 1] < 0]
    return ends, found


ends_good, roots_good = all_roots(np.linspace(-5, 1, 41), +1)
ends_bad, roots_bad = all_roots(np.linspace(0.1, 20, 41), -1)
assert np.all(np.diff(ends_good) > 0) and len(roots_good) == 1
assert len(roots_bad) == 2
thetas = [brentq(lambda th: th - np.sqrt(2) * np.cosh(th / 4), lo, hi)
          for lo, hi in ((1, 3), (5, 15))]
peaks = [shoot(s, -1, 0.5) for s in roots_bad]
for theta, slope, peak in zip(thetas, roots_bad, peaks):
    assert abs(theta * np.tanh(theta / 4) - slope) < 1e-5
    assert abs(2 * np.log(np.cosh(theta / 4)) - peak) < 1e-5

print(f"temperature: {T:.0f} K; thermal voltage: {Vt*1e3:.3f} mV")
print(f"band gap: {gap:.2f} eV; acceptor depth: {acceptor_depth:.2f} eV")
print(f"effective density of states, each band: {N_band*1e-6:.1e} cm^-3")
print(f"acceptor density: {N_acc*1e-6:.1e} cm^-3; degeneracy factor: 4")
print(f"relative permittivity: oxide {eps_ox/epsilon_0:.0f}, "
      f"semiconductor {eps_s/epsilon_0:.0f}")
print(f"thickness: oxide {t_ox*1e9:.0f} nm, semiconductor {L_s*1e9:.0f} nm")
print(f"gate voltage from flat band: {V_gate:.2f} V")
print(f"grid spacing: {h*1e9:.2f} nm; nodes: {len(phi)}")
print(f"bulk potential: {phi_bulk:.5f} V")
print(f"ionized acceptor fraction in bulk: {acc[-1]/N_acc:.4f}")
print(f"smallest convexity margin / field term, 20 pairs: "
      f"{min(margin_ratios):.3f}")
for name, count in counts.items():
    print(f"Newton steps from {name}: {count}")
print(f"largest difference between the five solutions: {spread:.1e} V")
print(f"surface potential, grid 0.10 nm: {phi[i_s]:.6f} V")
print(f"surface potential, grid 0.05 nm: {phi_fine[fine[3]]:.6f} V")
print(f"surface potential, scalar equation: {phi_surface:.6f} V")
print(f"grid errors: {error_h*1e3:.4f} mV and {error_fine*1e3:.4f} mV; "
      f"ratio {error_h/error_fine:.2f}")
print(f"band bending (scalar equation): {phi_surface-phi_bulk:.4f} V")
print(f"oxide voltage drop (0.10 nm grid): {phi[0]-phi[i_s]:.4f} V")
for depth in (1, 5, 20, 40):
    j = i_s + round(depth * 1e-9 / h)
    print(f"potential at depth {depth} nm: {phi[j]:.4f} V")
print(f"surface electron density: {n[i_s]*1e-6:.3e} cm^-3")
print(f"electron sheet density: {sheet_n*1e-4:.4e} cm^-2")
print(f"ionized acceptors minus holes, sheet: {sheet_dep*1e-4:.4e} cm^-2")
print(f"gate charge: {gate_charge*1e2:.4f} microcoulomb/cm^2")
print(f"trial perturbation amplitude: {amplitude*1e3:.1f} mV")
print(f"functional gap of trial: {F_gap*1e6:.4f} microjoule/m^2")
print(f"field part of the gap: {field_part*1e6:.4f} microjoule/m^2")
print(f"trial error: actual {actual*1e3:.2f} mV, bound {bound*1e3:.2f} mV")
print(f"monotone sign: solutions found {len(roots_good)}, "
      f"initial slope {roots_good[0]:.5f} (dimensionless)")
print(f"reversed sign: solutions found {len(roots_bad)} (dimensionless)")
for theta, slope, peak in zip(thetas, roots_bad, peaks):
    print(f"  theta {theta:.5f}, initial slope {slope:.5f}, "
          f"midpoint value {peak:.5f}")
print("verified")
```

It prints:

```
temperature: 300 K; thermal voltage: 25.852 mV
band gap: 1.10 eV; acceptor depth: 0.05 eV
effective density of states, each band: 2.0e+19 cm^-3
acceptor density: 1.0e+18 cm^-3; degeneracy factor: 4
relative permittivity: oxide 4, semiconductor 12
thickness: oxide 2 nm, semiconductor 100 nm
gate voltage from flat band: 2.00 V
grid spacing: 0.10 nm; nodes: 1021
bulk potential: -0.45785 V
ionized acceptor fraction in bulk: 0.5607
smallest convexity margin / field term, 20 pairs: 74.028
Newton steps from linear ramp: 13
Newton steps from bulk value: 8
Newton steps from constant +1.5 V: 17
Newton steps from constant -1.5 V: 14
Newton steps from random in +-1.5 V: 12
largest difference between the five solutions: 2.2e-16 V
surface potential, grid 0.10 nm: 0.648513 V
surface potential, grid 0.05 nm: 0.648726 V
surface potential, scalar equation: 0.648797 V
grid errors: -0.2843 mV and -0.0714 mV; ratio 3.98
band bending (scalar equation): 1.1067 V
oxide voltage drop (0.10 nm grid): 0.8936 V
potential at depth 1 nm: 0.5533 V
potential at depth 5 nm: 0.3421 V
potential at depth 20 nm: -0.2113 V
potential at depth 40 nm: -0.4480 V
surface electron density: 1.221e+20 cm^-3
electron sheet density: 6.1803e+12 cm^-2
ionized acceptors minus holes, sheet: 3.6967e+12 cm^-2
gate charge: 1.5825 microcoulomb/cm^2
trial perturbation amplitude: 20.0 mV
functional gap of trial: 32.7316 microjoule/m^2
field part of the gap: 1.0012 microjoule/m^2
trial error: actual 20.00 mV, bound 127.78 mV
monotone sign: solutions found 1, initial slope -0.46363 (dimensionless)
reversed sign: solutions found 2 (dimensionless)
  theta 1.51716, initial slope 0.54935, midpoint value 0.14054
  theta 10.93870, initial slope 10.84690, midpoint value 4.09147
verified
```
